# Choosing supercells for the relaxation energy of a shallow strained island

## The decision: how wide a cell, and how many

An electronic-structure program can supply the elastic constants and misfit stress of a film, and continuum elasticity in a periodic supercell can use them to treat an island tens of nanometres wide. You must then choose the lateral cell length $L$, and decide whether to trust one large cell or combine two smaller ones. For the island treated below, a 320 nm cell leaves an image error of 0.079 eV, whereas cells of 160 and 240 nm, combined correctly, leave 0.005 eV. The combination rests on an error proportional to $L^{-3}$. This guide derives that law, its next correction and the conditions for using it.

## What energy is being calculated

Let $z$ point outward from a semi-infinite isotropic substrate with shear modulus $\mu$ and Poisson ratio $\nu$. A coherent island of height $h(x,y)$ has finite support, volume $V$ and small slopes. When matched to the substrate its strain is $\varepsilon$ in both lateral directions, and its stress is

$$\sigma_0=\frac{2\mu(1+\nu)}{1-\nu}\,\varepsilon .$$

Let $\mathbf u$ be the displacement from this matched state and $e$ its strain. The energy change is

$$F=\frac12\int_{z<h}e:c:e\,dV+\sigma_0\int_{0<z<h}\partial_\alpha u_\alpha\,dV ,$$

where $c$ is the stiffness tensor and Greek indices run over $x,y$. A uniform wetting layer adds nothing, because the lateral divergence integrates to zero.

Since $\mathbf u$ is of order $h$, the second-order energy needs the first integral only over $z<0$, and the second becomes $\sigma_0\int h\,\partial_\alpha u_\alpha d^2x$. Integration by parts gives

$$F=\frac12\int_{z<0}e:c:e\,dV-\int \mathbf t\cdot\mathbf u\,d^2x,\qquad \mathbf t=\sigma_0\nabla h .$$

The island thus acts as a tangential load $\mathbf t$ on a flat surface. At the minimum the stored energy is half the work of the load, so $E=-\frac12\int\mathbf t\cdot\mathbf u\,d^2x$. This negative number is the relaxation energy.

## The response at one wavevector

Take the wavevector along $x$ and write

$$u_x=(A+Bkz)e^{kz+ikx},\qquad u_z=(D+Gkz)e^{kz+ikx}.$$

With $s=1/(1-2\nu)$, equilibrium reads $s\nabla(\nabla\cdot\mathbf u)+\nabla^2\mathbf u=0$. Its divergence shows that $\nabla\cdot\mathbf u$ is harmonic, so it has the form $k\Delta e^{kz+ikx}$ with $\Delta=iA+D+G$. Because $\nabla^2(kz\,e^{kz+ikx})=2k^2e^{kz+ikx}$, the two components of equilibrium give

$$B=-\tfrac{i}{2}s\Delta,\qquad G=-\tfrac12s\Delta .$$

The normal traction vanishes at $z=0$. Since $\lambda/\mu=2\nu s$, with $\lambda$ the first Lamé constant,

$$2\nu s\Delta+2(D+G)=0\;\Rightarrow\; D=\tfrac12s(1-2\nu)\Delta=\tfrac12\Delta .$$

Then $iA=\Delta-D-G=\frac12(1+s)\Delta$. As $1+s=2(1-\nu)s$, this means $A=-i(1-\nu)s\Delta$. The tangential traction is

$$t=\mu k(A+B+iD)=-i\mu ks\Delta\left[(1-\nu)+\tfrac12-\tfrac12(1-2\nu)\right]=-i\mu ks\Delta .$$

Hence, at the surface,

$$\frac{u_x}{t}=\frac{1-\nu}{\mu k},\qquad \frac{u_z}{t}=\frac{i(1-2\nu)}{2\mu k}.$$

With $h_{\mathbf k}=\int h\,e^{-i\mathbf k\cdot\mathbf x}d^2x$, the load is $\mathbf t_{\mathbf k}=i\sigma_0\mathbf k h_{\mathbf k}$, which is parallel to $\mathbf k$. The isolated energy is therefore

$$E_\infty=-C\int\frac{d^2k}{(2\pi)^2}\,k|h_{\mathbf k}|^2,\qquad C=\frac{(1-\nu)\sigma_0^2}{2\mu}.$$

Short waves relax more energy per squared height. The sign of the misfit does not matter at this order, because $C\propto\varepsilon^2$.

## What periodicity changes

In a square cell the repeated height has Fourier coefficients $h_{\mathbf k}/L^2$. Multiplying the energy per area by $L^2$ gives

$$E_L=-\frac{C}{L^2}\sum_{\mathbf k}k|h_{\mathbf k}|^2,\qquad \mathbf k=\frac{2\pi}{L}(n_x,n_y).$$

The $\mathbf k=0$ term is zero, but dropping it does not remove the images. The factor $k$ has a cusp at the origin, and a cusp in Fourier space is a power-law tail in real space. To find the tail, write $k=k^2(1/k)$. In two dimensions $1/k$ is the transform of $1/(2\pi r)$, and $k^2$ represents $-\nabla^2$. Away from $r=0$, therefore,

$$k\;\longleftrightarrow\;-\nabla^2\frac1{2\pi r}=-\frac1{2\pi r^3}.$$

If the islands do not overlap, the terms with nonzero lattice vector $\mathbf R$ are

$$E_L-E_\infty=\frac{C}{2\pi}\sum_{\mathbf R\ne0}\iint\frac{h(\mathbf x)h(\mathbf x')}{|\mathbf R+\mathbf s|^3}\,d^2x\,d^2x',\qquad \mathbf s=\mathbf x-\mathbf x'.$$

For $h\ge0$ this is positive. The images repel, and the periodic island relaxes less than the isolated one.

Now expand in $\mathbf s/R$. The leading term replaces the double integral by $V^2/R^3$. Odd orders cancel between $\mathbf R$ and $-\mathbf R$. For the second order, place the origin at the centroid of $h$, so that

$$\iint hh's_is_j\,d^2x\,d^2x'=2VM_{ij},\qquad M_{ij}=\int x_ix_jh\,d^2x ,$$

because the mixed terms $x_ix'_j$ integrate to zero. Square symmetry and $\nabla^2R^{-3}=9R^{-5}$ give

$$\sum_{\mathbf R\ne0}\partial_i\partial_jR^{-3}=\frac{9}{2}\delta_{ij}\frac{S_5}{L^5},\qquad S_p=\sum_{\mathbf n\ne0}|\mathbf n|^{-p}.$$

The Taylor factor $\frac12$ cancels the 2 in $2VM_{ij}$. With $M_2=M_{xx}+M_{yy}$ the result is

$$E_L=E_\infty+\frac{A_3}{L^3}+\frac{A_5}{L^5}+O(L^{-7}),$$

$$A_3=\frac{CV^2S_3}{2\pi},\qquad A_5=\frac{9CVM_2S_5}{4\pi}.$$

The lattice sums are $S_3=9.0336$ and $S_5=5.0903$. You can reproduce them by summing over a disc of radius $N$ and adding the continuum tails $2\pi/N$ and $2\pi/(3N^3)$.

## Removing the leading error

Multiply the expansion by $L^3$ and subtract the results for $L_1<L_2$. The constant $A_3$ drops out:

$$E_{\rm ext}=\frac{L_2^3E_{L_2}-L_1^3E_{L_1}}{L_2^3-L_1^3}.$$

This is the intercept of the straight line through the two energies plotted against $L^{-3}$. The $L^{-5}$ term survives and leaves

$$E_{\rm ext}-E_\infty\simeq-A_5\frac{L_1^{-2}-L_2^{-2}}{L_2^3-L_1^3}.$$

The sign has reversed: single cells approach the isolated energy from above, and once the $L^{-5}$ term dominates the remainder, two-cell values approach it from below.

The ratio $r=L_2/L_1$ involves a compromise. At fixed $L_2$, the size of the remaining error is

$$\frac{A_5}{L_2^5}\,\frac{r^3(r^2-1)}{r^3-1}.$$

The last factor is 1.35 at $r=4/3$ and 3.43 at $r=2$, so a close pair has the smaller truncation error. Independent numerical errors of size at most $\delta$ in the two energies can, however, grow to $\delta(r^3+1)/(r^3-1)$, which is $2.46\delta$ at $r=4/3$ and $1.29\delta$ at $r=2$. Ratios between about $4/3$ and 2 are a reasonable compromise when the energies are well converged.

Keep the grid spacing fixed. An additive grid error common to both cells passes through unchanged, because the two weights sum to one. Errors that differ between the cells can be amplified, as the bound above shows.

If $\mu$, $\nu$, $\sigma_0$ and $V$ are known and the substrate is isotropic, you can instead subtract $A_3/L^3$ from a single cell, which leaves $A_5/L^5$ within the small-slope model; finite slopes change the image error, as shown below. Extrapolation has the advantage of not needing the coefficient.

## A reference for an elliptical island

A smooth island with a closed-form isolated energy allows the error to be measured. Inside the ellipse take

$$h=H\left(1-\frac{x^2}{a^2}-\frac{y^2}{b^2}\right)^2,$$

and zero outside. Scaling the ellipse to a unit disc, with $q^2=a^2k_x^2+b^2k_y^2$, gives

$$h_{\mathbf k}=2\pi Hab\int_0^1(1-\rho^2)^2\rho J_0(q\rho)\,d\rho .$$

Use $\frac{d}{d\rho}[\rho^nJ_n(q\rho)]=q\rho^nJ_{n-1}(q\rho)$ and integrate by parts twice. The boundary terms vanish, and the integral becomes successively

$$\frac4q\int_0^1(1-\rho^2)\rho^2J_1\,d\rho=\frac8{q^2}\int_0^1\rho^3J_2\,d\rho=\frac{8J_3(q)}{q^3}.$$

Thus $h_{\mathbf k}=16\pi HabJ_3(q)/q^3$. In the energy, $d^2k=q\,dq\,d\varphi/(ab)$ and $k=q\,m(\varphi)$, where $m=(\cos^2\varphi/a^2+\sin^2\varphi/b^2)^{1/2}$. Therefore

$$E_\infty=-64CH^2ab\int_0^\infty\frac{J_3^2}{q^4}dq\oint m\,d\varphi .$$

For the radial integral, use the standard identity $J_3^2(q)=\frac2\pi\int_0^{\pi/2}J_6(2q\cos\theta)d\theta$ and the standard integral $\int_0^\infty J_6(cq)q^{-4}dq=c^3/945$:

$$\int_0^\infty\frac{J_3^2}{q^4}dq=\frac2\pi\frac8{945}\int_0^{\pi/2}\cos^3\theta\,d\theta=\frac{32}{2835\pi}.$$

For a circular base, $a=b=R$, we have $\oint m\,d\varphi=2\pi/R$ and $V=\pi R^2H/3$. The leading relative image error is then

$$\frac{A_3}{L^3|E_\infty|}=\frac{\pi S_3/18}{4096/2835}\left(\frac RL\right)^3=1.09\left(\frac RL\right)^3 .$$

Height, misfit and stiffness cancel. For this profile a cell of $L=6R$ gives about 0.5 %, at leading order.

## Worked example: SrTiO₃ under one per cent compression

The island has $H=2$ nm, $a=40$ nm and $b=30$ nm. The rough cubic constants $C_{11},C_{12},C_{44}=320,100,120$ GPa are averaged through $\mu=(C_{11}-C_{12}+3C_{44})/5=116$ GPa and bulk modulus $K=(C_{11}+2C_{12})/3$. Then $\nu=(3K-2\mu)/[2(3K+\mu)]=0.226$. With $\varepsilon=-0.01$ the misfit stress is $-3.68$ GPa and $C=0.2815$ eV/nm³.

The volume is $\pi abH/3=2513$ nm³, and $M_2=V(a^2+b^2)/8=7.85\times10^5$ nm⁵. These give $A_3=2.557\times10^6$ eV nm³ and $A_5=2.026\times10^9$ eV nm⁵. At $L=160$ nm the two terms are

$$\frac{2.557\times10^6}{160^3}+\frac{2.026\times10^9}{160^5}=0.6243+0.0193=0.6436\ \text{eV},$$

against an observed error of 0.645 eV. For the closed form, $\oint m\,d\varphi=0.1842$ nm⁻¹, so

$$E_\infty=-0.28154\times64\times2^2\times1200\times\frac{32}{2835\pi}\times0.1842=-57.24\ \text{eV},$$

or $-9.17$ aJ. This is 9.9 % of the 577 eV strain energy $|\sigma_0\varepsilon|V$ of the unrelaxed island. For the 160 and 240 nm cells, $r^3=3.375$ and

$$E_{\rm ext}=\frac{3.375(-57.0514)-(-56.5939)}{2.375}=-57.244\ \text{eV}.$$

The remaining error is $-0.005$ eV. For 240 and 320 nm it is $-0.00079$ eV, where the $L^{-5}$ formula predicts $-0.00081$ eV. The last digits depend on the grid: the 1 nm spacing raises this residual by about 0.00006 eV, and summing the exact $h_{\mathbf k}$ gives $-0.00085$ eV, the excess over the prediction coming from higher orders. Even the 120 and 160 nm pair, with $-0.032$ eV, beats the single 320 nm cell. A single cell would need $L\simeq(A_3/0.01\ \text{eV})^{1/3}\simeq635$ nm for a 0.01 eV error, or about 400 000 points at 1 nm spacing; the 160 and 240 nm cells together use 83 200.

A further test used the real-space response to a point force,

$$G_{ij}=\frac{1}{2\pi\mu r}\left[(1-\nu)\delta_{ij}+\nu\frac{x_ix_j}{r^2}\right].$$

Direct quadrature of $-\frac12\iint t_iG_{ij}t'_j$ for the isolated island gave $-57.236$ eV, with no periodic cell involved.

The moment formula does not require a symmetric island. Adding a bump of the same profile, 4 nm high and 15 nm in radius, centred at $(22,10)$ nm, gave an energy difference of 1.077 eV between the 160 and 320 nm cells. The $L^{-3}$ term alone predicts 1.033 eV; both terms predict 1.073 eV. The combined surface has slopes up to 0.46, so the comparison tests the image formula within the small-slope model, not the energy of a real island of that shape.

## When the cubic law fails or changes

**Thin substrates.** At wavevector $k$ the elastic field decays over a depth $1/k$. The longest wave in a 320 nm cell has $1/k=L/2\pi=51$ nm. For the example, a slab with a free lower face and three times this thickness shifts the 320 nm energy by 0.11 eV, more than the image error; at five times the shift is 0.005 eV. A substrate as thick as the largest $L$, 320 nm, reduces it to 0.0006 eV, small beside the image error of that cell. The extrapolation weights amplify it: at this thickness the 240 and 320 nm value moves by $-0.001$ eV, as much as its own residual. An atomistic slab a few layers thick does not meet the condition.

**Relaxed cell vectors.** The derivation holds the mean lateral strain fixed. Suppose instead that a flat slab of thickness $d$ may take a uniform biaxial strain $\eta$. With $Y=2\mu(1+\nu)/(1-\nu)$, the added energy per cell is $YL^2d\,\eta^2+2\sigma_0V\eta$. Its minimum is

$$-\frac{\sigma_0^2V^2}{YdL^2}.$$

At fixed $d$ this falls only as $L^{-2}$ and spoils an $L^{-3}$ extrapolation. Keep the lateral cell vectors at the substrate's values.

**Cell shape.** The two cells must have the same shape. A rectangle of fixed aspect ratio keeps the power $L^{-3}$ but has another lattice sum.

**Elastic anisotropy.** For a cubic substrate the kernel becomes $k\,g(\theta)$. It is still homogeneous of degree one, so its real-space tail still scales as $r^{-3}$, now with an angular factor. The leading error remains $L^{-3}$ unless its coefficient happens to vanish. With the cubic constants above and the island axes along the crystal axes, the apparent exponent between 160 and 320 nm is 3.04, close to the isotropic 3.03. The excess over 3 has the sign expected from a positive $L^{-5}$ term. The 240 and 320 nm pair gives $-54.113$ eV, against $-54.112$ eV for the isolated cubic calculation.

**Finite slopes.** Extrapolation cannot repair the small-slope approximation. Its first correction follows from $F$: because the first-order field makes the second-order energy stationary, the second-order displacement drops out at third order. What remains is

$$E_3=\int\frac h2\,e:c:e\,d^2x+\frac{\sigma_0}2\int h^2\,\partial_z\partial_\alpha u_\alpha\,d^2x ,$$

evaluated at $z=0$ with the first-order field. There $u_z=-(1-2\nu)\sigma_0h/(2\mu)$, and the shear traction gives $\partial_zu_\alpha=t_\alpha/\mu-\partial_\alpha u_z$. Hence $\partial_z\partial_\alpha u_\alpha=(3-2\nu)\sigma_0\nabla^2h/(2\mu)$. Since $\int h^2\nabla^2h=-2\int h|\nabla h|^2$, the second integral contributes $-(3-2\nu)\sigma_0^2/(2\mu)\int h|\nabla h|^2$. In the first, zero normal stress fixes $e_{zz}=-\nu\,e_{\alpha\alpha}/(1-\nu)$, and the shear part is $|\mathbf t|^2/(2\mu)$. Together,

$$E_3=\int h\left[\mu e_{\alpha\beta}e_{\alpha\beta}+\frac{\mu\nu}{1-\nu}e_{\alpha\alpha}^2-\frac{(1-\nu)\sigma_0^2}{\mu}|\nabla h|^2\right]d^2x .$$

For the example, whose greatest slope is 0.10, $E_3=+1.3$ eV in the 320 nm cell. This lowers the magnitude of the relaxation energy by 2.3 %, far more than the remaining image error. $E_3$ also depends on the cell: it is 1.20 eV at 160 nm and 1.30 eV at 320 nm, which offsets about a fifth of the 0.57 eV second-order difference between those cells. The analytic $A_3$ should therefore not be subtracted from energies computed with the true island height.

## How the model stands beside a real film

The parameters are rough values for SrTiO₃ grown on a slightly smaller perovskite, which is assumed to have the same elastic constants as the film. The smooth, wide profile is a choice; a steeply faceted island would break the small-slope assumption. A height of 2 nm is only about five unit cells, with terraces about 4 nm wide at the steepest slope, so a real surface would be stepped. The constants are those of the cubic phase; biaxial compression raises the octahedral-rotation transition above its bulk value near 105 K, and they apply only above that transition. SrTiO₃ is nearly isotropic here, with $2C_{44}/(C_{11}-C_{12})=1.09$, yet the cubic energy is 5.5 % smaller in magnitude at the same misfit. Almost all of this comes from the film stress, whose magnitude is 3.58 GPa with the cubic constants and 3.68 GPa with the averaged ones; the substrate response alone changes the energy by less than 0.1 %. A substrate 10 % stiffer, with the film stress held fixed, lowers the magnitude by 9 %. An expansion difference of $10^{-6}$ K⁻¹ over 700 K, if it increases the misfit, raises it by about 14 %. Coherence is a further assumption. Balancing $Y|\varepsilon|b_dt$ against a rough dislocation energy $\mu b_d^2[\ln(t/b_d)+1]/[4\pi(1-\nu)]$, with Burgers length $b_d=0.39$ nm, gives a flat-film threshold $t\simeq4.3$ nm, above the island's 2 nm. The margin is uncertain: changing the rough core constant, here 1, to 0 or 2 moves the threshold to 2.2 or 6.0 nm. If dislocations did remove a tenth of the misfit uniformly, the magnitude of the relaxation energy would fall by 19 %, since it scales as $\varepsilon^2$.

The relaxation energy does not decide stability by itself. For a rough, orientation-independent surface energy $\gamma=1$ J/m², the added area costs $\frac\gamma2\int|\nabla h|^2d^2x=54$ eV, almost as much as relaxation gains. With $E_3$ included the net energy is only about $-1.5$ eV, comparable to the estimated 0.9 eV cross term from a surface stress of 1 N/m, so these rough inputs do not fix its sign.

## Recommended settings

1. Choose a smallest cell that clearly separates the islands; for a compact island, start near $L=4R$ to $6R$.
2. Run three cells of the same shape, with consecutive ratios of about $4/3$ to $3/2$, fixed grid spacing and fixed lateral strain.
3. Extrapolate consecutive pairs against $L^{-3}$. In the example the last two pairs differ by 0.004 eV, close to the 0.005 eV error of the earlier one.
4. Stop when that difference is small beside the slope and material errors. Here those are electronvolts, so the 160 and 240 nm pair is already sufficient.

The numerical output below gives the individual cell energies, the extrapolated values and the estimated slope, material and surface terms.

## Numbers as computed

```
Rough C11, C12, C44: 320, 100, 120 GPa
Cubic anisotropy 2C44/(C11-C12): 1.091
Averaged shear modulus: 116.0 GPa
Averaged Poisson ratio: 0.2264
Misfit strain: -1.0 %
Misfit stress sigma0: -3.678 GPa
Energy prefactor C: 0.28154 eV/nm^3
Height H, semi-axes a, b: 2.0, 40, 30 nm
Grid spacing: 1.0 nm
Volume: 2513.3 nm^3; maximum slope: 0.1026
Second moment M2: 7.8540e+05 nm^5
Unrelaxed island strain energy: 576.96 eV
Lattice sums S3, S5: 9.033622, 5.090258
A3: 2.55686e+06 eV nm^3; A5: 2.02603e+09 eV nm^5
L=120 nm: E_L=-55.66563 eV, error=1.57343 eV
L=160 nm: E_L=-56.59394 eV, error=0.64512 eV
L=240 nm: E_L=-57.05141 eV, error=0.18765 eV
L=320 nm: E_L=-57.16035 eV, error=0.07871 eV
Cells 120,160 nm: E_ext=-57.27135 eV, error=-0.03229 eV
Cells 160,240 nm: E_ext=-57.24402 eV, error=-0.00497 eV
Cells 240,320 nm: E_ext=-57.23984 eV, error=-0.00079 eV
Predicted last-pair error: -0.00081 eV
Three-cell value (L^-3, L^-5 removed): -57.23893 eV
Isolated closed-form energy: -57.23906 eV
Isolated energy, last pair: -9.1708 aJ
Isolated point-force quadrature: -57.2362 eV
Relaxed fraction of strain energy: 9.92 %
Image-error exponent, 160 to 320 nm: 3.0349
Change on halving grid, L=160 nm: -6.27e-05 eV
Finite-height/second-order energy: 0.99940
Finite-height/third-order energy: 0.99861
Asymmetric shift, 160 minus 320 nm: 1.07711 eV
Its L^-3 part: 1.03267 eV; with L^-5: 1.07327 eV
Cubic isolated energy: -54.1118 eV
Cubic extrapolated energy: -54.1126 eV
Cubic image-error exponent: 3.0384
Cubic versus isotropic energy: -5.46 %
Third-order slope energy: 1.305 eV (-2.28 % of E_inf)
Energy change, 10 % stiffer substrate: -9.1 %
Rough expansion difference: 1.0e-06 1/K
Heating: 700 K; energy change if misfit grows: 14.5 %
Rough surface energy and stress: 1.0 J/m^2, N/m
Surface-area cost: 54.47 eV
Surface-stress cross-energy size: 0.945 eV
Rough Burgers length: 0.39 nm
Rough dislocation threshold thickness: 4.30 nm
```
